Average Positron Lifetime in the Two-State Vacancy Trapping Model, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the rates to the average lifetime

A positron that has been implanted in a crystal and has come to thermal energy moves through the lattice until it annihilates with an electron. A vacancy can capture it before that happens. If the vacancy is neutral or negatively charged, the missing ion core makes it attractive to a positive particle. The electron density there is lower, so a captured positron typically lives longer. A lifetime measurement can therefore report on vacancies. This problem finds how the average lifetime depends on the competing rates, and then how far the vacancy concentration can be read from it.

The symbols are these. The annihilation rate in the perfect lattice is λ_b, and τ_b = 1/λ_b is the bulk lifetime. The annihilation rate inside a vacancy is λ_v, and τ_v = 1/λ_v is the vacancy lifetime. The trapping rate κ is the probability per unit time that a free positron is captured. For dilute, independent vacancies it is proportional to their number:

κ = μ c/N

Here c is the vacancy concentration, N is the atomic density, and the trapping coefficient μ has the unit of a rate, since c/N is a pure number. All rates are positive.

**(a) State the assumptions of the two-state model and write the equations for the probabilities of finding the positron in the lattice and in a vacancy.**

Solution. Let n_b(t) be the probability that the positron is alive and free at time t, and n_v(t) the probability that it is alive and in a vacancy. Time starts when the positron has thermalized. The model assumes the following.

- Every positron starts free, so n_b(0) = 1 and n_v(0) = 0.
- The vacancies are of one kind and are spread uniformly, so that one κ and one λ_v suffice.
- The three rates do not change with time.
- A captured positron stays in its vacancy until it annihilates.
- Positrons are present one at a time, so a vacancy is never blocked by an earlier positron.

During a short time dt a free positron annihilates with probability λ_b dt and is captured with probability κ dt. The chance that both happen is of order dt² and drops out as dt → 0. Hence

n_b(t + dt) = n_b(t) − λ_b n_b(t) dt − κ n_b(t) dt

The vacancy population gains what the lattice loses by capture, and loses by annihilation:

n_v(t + dt) = n_v(t) + κ n_b(t) dt − λ_v n_v(t) dt

Subtracting the value at t and dividing by dt gives

dn_b/dt = −(λ_b + κ) n_b

dn_v/dt = κ n_b − λ_v n_v

Let n = n_b + n_v be the probability that the positron is still alive. In the sum of the two equations the capture term cancels, because capture moves the positron without destroying it:

−dn/dt = λ_b n_b + λ_v n_v

The left side is the probability of annihilation per unit time. This is the quantity that an ideal lifetime spectrum records, apart from the number of counts.

**(b) Solve the equations and find the two lifetimes in the spectrum with their intensities. Take λ_v ≠ λ_b + κ.**

Solution. The first equation contains n_b alone, and with n_b(0) = 1 its solution is

n_b(t) = e^{−(λ_b + κ)t}

Multiply the second equation by e^{λ_v t}. The terms with n_v then combine into the derivative of a product:

d(n_v e^{λ_v t})/dt = κ e^{λ_v t} n_b = κ e^{−(λ_b + κ − λ_v)t}

Integrate from 0 to t and use n_v(0) = 0:

n_v e^{λ_v t} = κ [1 − e^{−(λ_b + κ − λ_v)t}]/(λ_b + κ − λ_v)

Multiplying by e^{−λ_v t} gives

n_v(t) = κ [e^{−λ_v t} − e^{−(λ_b + κ)t}]/(λ_b + κ − λ_v)

Define the factor in front as

I₂ = κ/(λ_b + κ − λ_v)

The survival probability n = n_b + n_v is then a sum of two exponentials,

n(t) = I₁ e^{−t/τ₁} + I₂ e^{−t/τ₂}

with

τ₁ = 1/(λ_b + κ), τ₂ = 1/λ_v = τ_v

I₁ = 1 − I₂ = (λ_b − λ_v)/(λ_b + κ − λ_v)

The component τ₁ is shorter than τ_b, although nothing annihilates faster than in the bulk when λ_v < λ_b. The reason is that the free population is drained by two processes, and its decay rate is the sum of both. For λ_v ≠ λ_b the bulk lifetime itself does not appear as a component once κ > 0.

**(c) Find the survival probability when λ_v = λ_b + κ. When are both intensities positive?**

Solution. For equal decay rates the right side of the integrated equation has a constant integrand κ, so that n_v e^{λ_v t} = κt. Since n_b = e^{−λ_v t} in this case,

n(t) = (1 + κt) e^{−λ_v t}

The vanishing denominator in I₂ is thus a defect of the split into two exponentials. The populations themselves remain finite.

This case requires λ_v > λ_b, because κ is positive. A vacancy with reduced electron density has λ_v < λ_b, and for it the case does not arise. With λ_v < λ_b the numerator and the denominator of I₁ are both positive, and so are those of I₂. Both intensities are then positive, and since they add up to 1, both lie between 0 and 1.

If instead λ_b < λ_v < λ_b + κ, then I₁ is negative and I₂ exceeds 1. If λ_v > λ_b + κ, then I₂ is negative. The populations n_b and n_v stay positive in all these cases. An intensity is a coefficient of an exponential, and it need not be a probability.

**(d) Define the average lifetime and express it through λ_b, λ_v and κ.**

Solution. The average lifetime is the mean age at annihilation. The probability of annihilating between t and t + dt is −(dn/dt) dt, and these probabilities add up to n(0) − n(∞) = 1. Therefore

τ_av = ∫₀^∞ t (−dn/dt) dt

Integration by parts gives

τ_av = [−t n(t)]₀^∞ + ∫₀^∞ n(t) dt = ∫₀^∞ n(t) dt

The boundary term vanishes at t = 0 because of the factor t, and at infinity because n decays exponentially.

The integral can be found without the explicit solution. Write B for the time integral of n_b and V for that of n_v. B is the mean time spent free, and V is the mean time spent in a vacancy, averaged over all positrons, including those never captured. Integrate both rate equations from 0 to ∞. On the left stand the total changes, which are 0 − 1 for n_b and 0 − 0 for n_v:

−1 = −(λ_b + κ) B

0 = κ B − λ_v V

Hence

B = 1/(λ_b + κ), V = κ/[λ_v (λ_b + κ)]

and the sum B + V is the average lifetime:

τ_av = (1 + κ/λ_v)/(λ_b + κ)

To write it with lifetimes, insert λ_b = 1/τ_b and λ_v = 1/τ_v, and multiply numerator and denominator by τ_b:

τ_av = τ_b (1 + κτ_v)/(1 + κτ_b)

No step divided by λ_b + κ − λ_v, so the result also holds in the special case of part (c).

For κ → 0 the average lifetime goes to τ_b. For κτ_b ≫ 1 and κτ_v ≫ 1 it approaches τ_v, which is called saturation: nearly every positron is captured, and further vacancies change little. For weak trapping, 1/(1 + κτ_b) ≈ 1 − κτ_b, and to first order in κ

τ_av ≈ τ_b + κτ_b (τ_v − τ_b)

If τ_v = τ_b, then τ_av = τ_b for every κ. Capture then takes place without leaving a trace in the average lifetime.

**(e) What fraction of the positrons is captured? Write τ_av with this fraction, and compare the fraction with I₂.**

Solution. Captures occur at the rate κn_b, so the captured fraction is

η = κ B = κ/(λ_b + κ)

The fraction that annihilates in the lattice is 1 − η = λ_b/(λ_b + κ) = λ_b B. Therefore B = (1 − η)τ_b. In the same way V = κB/λ_v = ητ_v. The sum is

τ_av = (1 − η)τ_b + ητ_v

This weighted mean must not be read as saying that the uncaptured positrons reach a mean age τ_b. The probability of leaving the free state at time t by annihilation is λ_b e^{−(λ_b+κ)t} dt, and by capture it is κ e^{−(λ_b+κ)t} dt. Both have the same time dependence, so the mean time of leaving is τ₁ in either case. Uncaptured positrons thus have the mean age τ₁, and captured ones τ₁ + τ_v. Averaging over both groups gives

τ_av = τ₁ + ητ_v

This agrees with the weighted mean, because τ₁ = B = (1 − η)τ_b.

The intensity I₂ has the same numerator as η, but its denominator is smaller by λ_v. As long as λ_v < λ_b + κ, it follows that I₂ > η. The cause can be seen by following the captures. A positron captured at time t′ contributes e^{−λ_v(t−t′)} to the later survival. This equals e^{−λ_v t} multiplied by e^{λ_v t′}. Collecting all captures gives the coefficient of the late exponential:

∫₀^∞ κ n_b(t′) e^{λ_v t′} dt′ = κ/(λ_b + κ − λ_v) = I₂

Each capture is counted with a weight larger than 1, since the slow exponential is extrapolated back to t = 0, before the capture took place. To take I₂ for the captured fraction would overestimate trapping.

There is also a condition that a measured pair of components should meet. At t = 0 all positrons are free, and the annihilation rate is λ_b. Differentiating the two exponentials at t = 0 gives the same rate in another form:

I₁/τ₁ + I₂/τ₂ = λ_b

A decomposition that violates this relation by more than its errors does not fit the assumptions of part (a), or uses a wrong τ_b.

**(f) Evaluate the model for τ_b = 280 ps, τ_v = 320 ps, μ = 10¹⁵ 1/s, N = 3·10²² cm⁻³ and c = 10¹⁷ cm⁻³.**

Solution. The lifetimes, μ and N are rough values in the regime of InSb with negatively charged vacancies at 300 K. The concentration is chosen. The annihilation rates are

λ_b = 1/(0.280 ns) = 3.571 1/ns

λ_v = 1/(0.320 ns) = 3.125 1/ns

The fraction of vacant sites is 10¹⁷/(3·10²²) = 3.33·10⁻⁶. Since 10¹⁵ 1/s is 10⁶ 1/ns,

κ = 10⁶ × 3.33·10⁻⁶ = 3.333 1/ns

About three sites in a million thus suffice to make capture nearly as fast as annihilation. The components are

τ₁ = 1/(3.571 + 3.333) = 0.1448 ns = 144.8 ps

I₂ = 3.333/(3.571 + 3.333 − 3.125) = 0.882

I₁ = 1 − 0.882 = 0.118

The captured fraction is much smaller than I₂:

η = 3.333/(3.571 + 3.333) = 0.483

The average lifetime follows from the weighted mean:

τ_av = 280 + 0.4828 × (320 − 280) = 299.3 ps

The mean over the components gives the same, 0.1181 × 144.8 + 0.8819 × 320 = 299.3 ps. The condition on the initial rate is met as well, since 0.1181/0.1448 + 0.8819/0.320 = 3.571 1/ns within rounding.

The result can be compared with a count of random histories that uses no rate equation. For each of a million positrons, one draws an annihilation time with mean τ_b and a capture time with mean 1/κ. If annihilation comes first, its time is the age at death. If capture comes first, a further time with mean τ_v is added to the capture time. The mean age came out as 299.1 ps with a standard error of 0.3 ps, in agreement with 299.3 ps.

## Second half: from the average lifetime to the vacancy concentration

The following is taken over from the first half. Free positrons annihilate at the rate λ_b = 1/τ_b and are captured at the rate κ = μc/N. Captured ones annihilate at the rate λ_v = 1/τ_v. The time integrals of the free and the captured populations are B and V. The captured fraction is η = κ/(λ_b + κ), and the average lifetime is

τ_av = τ_b (1 + κτ_v)/(1 + κτ_b) = (1 − η)τ_b + ητ_v

The example has τ_b = 280 ps, τ_v = 320 ps, μ = 10¹⁵ 1/s at 300 K, N = 3·10²² cm⁻³ and c = 10¹⁷ cm⁻³. This gave λ_b = 3.571 1/ns, λ_v = 3.125 1/ns, κ = 3.333 1/ns and τ_av = 299.3 ps.

**(g) Obtain κ and c from a measured τ_av. How does an error of 1 ps in τ_av affect c, and over what range of concentrations is the method useful?**

Solution. Multiply the formula for τ_av by 1 + κτ_b:

τ_av + κτ_bτ_av = τ_b + κτ_bτ_v

Collect the terms with κ on the right:

τ_av − τ_b = κτ_b (τ_v − τ_av)

Divide by τ_b(τ_v − τ_av) and use 1/τ_b = λ_b:

κ = λ_b (τ_av − τ_b)/(τ_v − τ_av), c = Nκ/μ

A positive finite κ requires τ_av to lie between τ_b and τ_v. For the example κ = 3.571 × 19.31/20.69 = 3.333 1/ns, which returns c = 10¹⁷ cm⁻³.

The sensitivity is the derivative of τ_av with respect to κ. The quotient rule gives

dτ_av/dκ = τ_b [τ_v(1 + κτ_b) − τ_b(1 + κτ_v)]/(1 + κτ_b)²

The products κτ_bτ_v cancel, and there remains

dτ_av/dκ = τ_b (τ_v − τ_b)/(1 + κτ_b)²

The slope falls as κ grows, which is the approach to saturation. In the example it is 3.00 ps per 1/ns. An error of 1 ps in τ_av therefore means about 0.33 1/ns in κ, or 10 % of κ. The full inversion gives 9.0·10¹⁶ cm⁻³ for a value 1 ps lower and 1.11·10¹⁷ cm⁻³ for a value 1 ps higher.

No other concentration would do noticeably better. With x = κτ_b, a small error Δτ in τ_av causes the relative error

Δκ/κ = [Δτ/(τ_v − τ_b)] (1 + x)²/x

The last factor is x + 2 + 1/x. Its derivative 1 − 1/x² vanishes at x = 1, where the factor has its minimum, 4. With Δτ = 1 ps and τ_v − τ_b = 40 ps the smallest relative error is thus 10 %. The example has x = 3.333 × 0.280 = 0.93, close to this optimum.

For a usable window, require that τ_av differ from both τ_b and τ_v by at least 1 ps. At the lower edge κ = λ_b/39, which corresponds to c = 2.7·10¹⁵ cm⁻³. At the upper edge κ = 39λ_b, which corresponds to 4.2·10¹⁸ cm⁻³. At the edges themselves a 1 ps error is as large as the signal, so they mark detection and not a measurement of c.

These figures cover the error of τ_av alone. The concentration is inversely proportional to the assumed μ, so a value of μ that is wrong by a factor of two makes c wrong by a factor of two.

The two-state model now gives the average lifetime from the annihilation and trapping rates, and its inversion gives the vacancy concentration, with a relative error of at least 10 % in the example for a 1 ps error in τ_av. It remains to estimate what escape from vacancies, negative ions, slow diffusion and capture before thermalization do to this result, and to compare the example with a real crystal.

All numerical values are calculated from the stated model.
